The 1/24 error of Slater's half-occupied eigenvalue for cubic energies

In the atomic layer deposition of an oxide, a water molecule arriving at the surface first offers a lone pair of electrons to an exposed metal atom. How readily it can give up charge depends, among other things, on the energy needed to remove an electron from a lone pair. A density-functional calculation gives this energy as the difference of two total energies, one for the neutral molecule and one for the cation. Slater's transition-state method replaces the difference by one orbital eigenvalue, taken from a calculation in which the orbital holds half an electron. The replacement has an error, and for a total energy cubic in the occupation that error can be found in closed form.

Let one spin-orbital φ hold n electrons, with 0 ≤ n ≤ 1, while the nuclei and all other occupations stay fixed. At each n the orbitals are made self-consistent, and E(n) is the resulting total energy. The followed orbital has eigenvalue ε(n). The miss M is the true energy change minus the half-occupied eigenvalue:

M = E(1) − E(0) − ε(1/2).

The claim is that M = E'''/24 if E(n) is cubic, a prime meaning d/dn.

The eigenvalue enters through Janak's theorem. For a Kohn–Sham functional with real orbitals φᵢ and occupations fᵢ, the energy is

E = Σᵢ fᵢ⟨φᵢ|h|φᵢ⟩ + E_H[ρ] + E_xc[ρ↑, ρ↓] + constant,

where h holds the kinetic energy and the attraction of the nuclei, E_H is the Hartree energy, E_xc the exchange-correlation energy, and each spin density is the sum of fᵢφᵢ² over its own spin. Let F be h plus the Hartree and exchange-correlation potentials for the spin concerned. A change of occupation changes the density by φᵢ²dfᵢ, and a change of orbital changes it by 2fᵢφᵢdφᵢ. Hence

dE = Σᵢ ⟨φᵢ|F|φᵢ⟩dfᵢ + 2Σᵢ fᵢ⟨dφᵢ|F|φᵢ⟩.

The self-consistent orbitals obey Fφᵢ = εᵢφᵢ, so the second sum is

2Σᵢ fᵢεᵢ⟨dφᵢ|φᵢ⟩ = Σᵢ fᵢεᵢ d⟨φᵢ|φᵢ⟩ = 0,

because every orbital stays normalized. Only the followed occupation changes, which leaves

dE/dn = ε(n).

The orbitals do relax as n changes, but their relaxation does not contribute to the first derivative. It does affect how ε itself varies with n. Integration gives

E(1) − E(0) = ∫₀¹ ε(n) dn.

This requires a branch of self-consistent solutions along which E is continuous from n = 0 to n = 1. The expansions below need the branch to be smooth as well. At n = 0 the orbital is empty, and its eigenvalue is the limit reached along the branch.

Slater's method is thus the midpoint rule for this integral. Put x = n − 1/2, so that x runs from −1/2 to 1/2. If E is cubic, ε is quadratic and its expansion about the midpoint ends at the third term:

ε = ε(1/2) + E''(1/2)x + E'''x²/2.

The linear term integrates to zero, since its negative and positive halves cancel. For the quadratic term,

∫x² dx = (1/3)[(1/2)³ − (−1/2)³] = (1/3)(1/8 + 1/8) = 1/12.

Therefore

E(1) − E(0) = ε(1/2) + (E'''/2)(1/12) = ε(1/2) + E'''/24.

The same factor follows from the coefficients. Write E = a₀ + a₁n + a₂n² + a₃n³. Then

E(1) − E(0) = a₁ + a₂ + a₃,

ε(1/2) = a₁ + 2a₂(1/2) + 3a₃(1/4) = a₁ + a₂ + (3/4)a₃.

The difference is a₃/4. Since E''' = 6a₃, it equals E'''/24.

The sign needs care when an electron is removed. The ionization energy is I = E(0) − E(1), so

I = −ε(1/2) − E'''/24.

A positive third derivative means that −ε(1/2) is too large. If E is quadratic, the half-occupied eigenvalue is exact. The eigenvalue of the full orbital is not: in that case ε(1) = E(1) − E(0) + E''/2. Half occupation removes the error due to the curvature of E and leaves the error due to the change of that curvature.

A model with a contact term in the cube of the density has an energy that is cubic by construction. Hold the orbital φ and the density ρ₀ of the other electrons frozen, and let the interaction energy be t∫ρ³dr with ρ = ρ₀ + nφ². With a one-electron energy e₀ for the orbital,

E(n) = ne₀ + t∫(ρ₀ + nφ²)³ dr.

Expanding the cube gives

E(1) − E(0) = e₀ + t∫(3ρ₀²φ² + 3ρ₀φ⁴ + φ⁶) dr,

while differentiation, followed by n = 1/2, gives

ε(1/2) = e₀ + 3t∫(ρ₀ + φ²/2)²φ² dr = e₀ + t∫(3ρ₀²φ² + 3ρ₀φ⁴ + (3/4)φ⁶) dr.

All terms containing ρ₀ cancel in the difference, and M = (t/4)∫φ⁶dr. The third derivative is 6t∫φ⁶dr, and one twenty-fourth of it is the same quantity. The miss comes wholly from the term in n³, in which the one electron interacts with itself, as no real electron does. If the orbital shrinks while keeping its shape, the miss grows in size, because the integral of φ⁶ weights high density strongly.

Approximate functionals for molecules do not give exactly cubic energies. A more general formula shows what survives. Suppose only that E has three continuous derivatives, and write

M = ∫₀¹ [ε(n) − ε(1/2)] dn.

On the upper half of the interval, integrate by parts using −(1 − n) as the antiderivative of 1. The boundary term vanishes at n = 1 because of the factor 1 − n, and at n = 1/2 because of the bracket. A second integration by parts then gives

∫_{1/2}^{1} [ε − ε(1/2)] dn = ∫_{1/2}^{1} (1 − n)ε' dn = ε'(1/2)/8 + ∫_{1/2}^{1} [(1 − n)²/2]ε'' dn.

On the lower half the antiderivative is n, and the same two steps give

∫_{0}^{1/2} [ε − ε(1/2)] dn = −∫_{0}^{1/2} nε' dn = −ε'(1/2)/8 + ∫_{0}^{1/2} (n²/2)ε'' dn.

The boundary terms cancel in the sum. Since ε'' = E''',

M = ∫₀¹ K(n)E'''(n) dn, where K(n) is the smaller of n²/2 and (1 − n)²/2.

The weight K is nowhere negative, and its total is 2∫_{0}^{1/2}(n²/2)dn = (1/2)³/3 = 1/24. Hence M is 1/24 of a weighted mean of the third derivative, with most weight at half occupation and none at the ends. It lies between 1/24 of the smallest and 1/24 of the largest value of E''' on the interval. For a cubic energy these coincide.

The formula fails if the branch is broken. Suppose that another orbital takes over at some occupation c, so that the slope of E jumps by J there as n rises. If c < 1/2, the jump adds J(1 − c) to the energy change and J to the midpoint eigenvalue, so the miss changes by −Jc. If c > 1/2, the midpoint eigenvalue is untouched and the miss changes by J(1 − c). A level crossing near half filling can therefore cost almost |J|/2, which no third derivative of the smooth pieces will reveal. The exact energy of an open system, by contrast, is a straight line between neighbouring integer electron numbers. Its slope at any interior occupation equals the energy change, and the miss is zero. A nonzero E''' in the ionization problem is thus a property of the approximate functional.

To use the correction one needs E'''. If E is cubic, three eigenvalues suffice. Setting x = ±1/2 in the quadratic for ε and adding gives

ε(0) + ε(1) = 2ε(1/2) + E'''/4,

so that

E''' = D, with D = 4[ε(0) − 2ε(1/2) + ε(1)].

Insertion in the main result gives

E(1) − E(0) = ε(1/2) + D/24 = [ε(0) + 4ε(1/2) + ε(1)]/6,

which is Simpson's rule. The average of the two end eigenvalues is ε(1/2) + E'''/8. It lies above the true change by E'''(1/8 − 1/24) = E'''/12, twice the midpoint error and on the opposite side.

The next case is an energy of fifth degree. The expansion of ε gains terms in x³ and x⁴. The first integrates to zero. The second is E⁽⁵⁾x⁴/24, and ∫x⁴dx = (2/5)(1/2)⁵ = 1/80. Thus

M = E'''(1/2)/24 + E⁽⁵⁾/1920.

The three-point quantity D no longer equals the third derivative at the midpoint. At x = ±1/2 the quartic term is E⁽⁵⁾/384, and D contains it eight times, so

D = E'''(1/2) + E⁽⁵⁾/48.

After the correction D/24 there remains

M − D/24 = E⁽⁵⁾(1/1920 − 1/1152) = −E⁽⁵⁾/2880.

Two more eigenvalues separate the derivatives. Define

A = [ε(0) + ε(1)]/2 − ε(1/2) = E'''(1/2)/8 + E⁽⁵⁾/384,

B = [ε(1/4) + ε(3/4)]/2 − ε(1/2) = E'''(1/2)/32 + E⁽⁵⁾/6144.

The combination A − 4B removes the third derivative and 16B − A removes the fifth. Solving gives

E⁽⁵⁾ = 512(A − 4B) and E'''(1/2) = (8/3)(16B − A).

As a worked case, take a free water molecule with both O–H bonds at 0.96 Å and an angle of 104.5°. The energies come from self-consistent, spin-polarized calculations with the PBE functional and the def2-TZVP basis. The emptied orbital is the lone pair perpendicular to the molecular plane, the highest filled level, in one spin channel. A bond to a metal atom can draw largely on the other lone pair, which lies in the plane, so this orbital need not be the one that donates. The emptied orbital was followed by its overlap with the lone pair of the neutral molecule, and at all five occupations used it stayed at least 2.09 eV above the other filled levels of its spin. The eigenvalues are

ε(0) = −18.3274 eV
ε(1/4) = −15.5705 eV
ε(1/2) = −12.7073 eV
ε(3/4) = −9.8267 eV
ε(1) = −6.9782 eV.

The total energies give E(1) − E(0) = −12.6926 eV. Four decimals are kept because the miss is a small difference within one fixed model; they say nothing about the accuracy of that model for real water. The miss is

M = −12.6926 + 12.7073 = 0.0147 eV.

By comparison, the eigenvalue of the full orbital lies 5.71 eV above the energy change. Half occupation removes nearly all of this, although the eigenvalue moves by 11.35 eV between the two ends.

The three-point estimate is

D = 4(−18.3274 + 25.4146 − 6.9782) = 0.436 eV, D/24 = 0.0182 eV.

The corrected energy change is −12.6891 eV. Its error relative to the total-energy difference is 0.0035 eV in size, against 0.0147 eV before correction. The correction overshoots, so the energy is not exactly cubic. The five eigenvalues show by how much. They give A = 0.0545 eV and B = 0.0087 eV, and with unrounded values

E'''(1/2) = 0.226 eV, E⁽⁵⁾ = 10.1 eV.

These values assume an energy of fifth degree; adding eigenvalues at n = 3/8 and 5/8 and fitting through seventh degree shifts them to 0.224 eV and 10.4 eV. The fifth derivative is far larger than the third, but it is divided by 1920. The two contributions to the miss are 0.0094 eV and 0.0053 eV, and their unrounded sum, 0.0146 eV, agrees with the miss to about 0.0001 eV. The third derivative at half occupation thus accounts for somewhat less than two thirds of the miss. The value D is nearly twice that derivative because it contains E⁽⁵⁾/48 = 0.210 eV. The overshoot also has the predicted size: E⁽⁵⁾/2880 = 0.0035 eV.

The small miss does not mean that each physical contribution is small. Consider first the energy with all orbitals frozen in their neutral form. The one-electron energy is then linear in n. The Hartree energy is quadratic, since it is bilinear in a density linear in n. Neither contributes to the miss, so with a semilocal functional the frozen miss comes from exchange and correlation alone. For local exchange its sign can be found. The exchange energy of one spin is −C∫ρ^(4/3)dr with C > 0, and since ρ changes at the rate φ²,

E_x''' = −C(4/3)(1/3)(−2/3)∫ρ^(−5/3)φ⁶ dr = (8C/27)∫ρ^(−5/3)φ⁶ dr > 0.

PBE adds gradient terms and correlation, for which this argument fixes no sign. For water the frozen miss, evaluated with PBE from frozen-orbital energies at n = 0 and 1 and the orbital's expectation value of F at n = 1/2, is 0.0857 eV, also positive. The self-consistent miss is 0.0147 eV, so relaxation contributes

0.0147 − 0.0857 = −0.0710 eV.

The accuracy of half occupation here rests on a partial cancellation between the two.

A simple model shows how relaxation can produce a negative term. Let m = 1 − n be the missing charge, and let one coordinate q describe the response of the orbitals, with energy kq²/2 − gmq. The minimum is at q = gm/k, and its energy is −g²m²/(2k). With constant stiffness k this is quadratic in m and gives no miss, however strong the relaxation. Now let the stiffness grow as charge is removed, k = k₀ + k₁m with k₁ > 0. To first order in k₁,

E_relax = −g²m²/(2k₀) + g²k₁m³/(2k₀²).

The third derivative with respect to m is 3g²k₁/k₀². Since m = 1 − n, each derivative with respect to n brings a factor −1, and three of them give E_relax''' = −3g²k₁/k₀². The relaxation miss is then −g²k₁/(8k₀²). That the electrons of water stiffen in this way as the lone pair empties is a conjecture consistent with the computed sign; the calculation does not isolate a stiffness.

For a real deposition process the miss has to be set beside what the example omits. At the same geometry and in the same basis, coupled-cluster theory with single, double and perturbative triple excitations, CCSD(T), with the oxygen 1s electrons uncorrelated, gives an ionization energy of 12.49 eV. The PBE value of 12.69 eV is about 0.2 eV higher, a difference about fourteen times the miss. The coupled-cluster value is itself limited by its basis and by the excitations left out. Diffuse functions, added by passing to the def2-TZVPD basis, raise the PBE ionization energy by about 0.10 eV. They also change the miss itself by about 0.02 eV, enough to reverse its sign, so the value 0.0147 eV belongs to the smaller basis. Letting the cation relax its shape would lower the ionization energy by an amount that depends strongly on the method. A quadratic expansion of the Hartree–Fock energy in bond length and angle with the def2-SVP basis gives about 0.06 eV, whereas with PBE and def2-TZVP the cation energy falls by about 0.16 eV on going to bonds of 1.015 Å and an angle of 108.5°. At a growth temperature of roughly 500 K, the thermal energy kT is 0.043 eV.

The assumption that matters most is that the molecule is free. A cation of charge e at height z above a flat dielectric of relative permittivity κ sees an image charge −e(κ − 1)/(κ + 1) at distance 2z. Because the image grows together with the charge, the energy is half the interaction of two fixed charges, and the ionization energy falls by

ΔI = [e²/(16πε₀z)](κ − 1)/(κ + 1),

where ε₀ is the vacuum permittivity. For z = 0.3 nm and an optical permittivity of 3, both rough values for a molecule on an oxide such as alumina, this is 0.60 eV. At such a short distance a classical image gives no more than an order of magnitude, and it omits the chemical bond to the metal atom. That bond draws charge from the water and can deepen the lone-pair level by more than the image raises it, so even the sign of the total shift is left open. Nor does thermal deposition produce free water cations: the ionization energy locates the lone-pair level and is not a reaction barrier. For placing that level on a surface, correcting a miss of 0.015 eV is of little use until the surroundings and the functional are treated better. Within one functional, basis and geometry, the three-eigenvalue correction reduces the disagreement between the half-occupied eigenvalue and the total-energy difference from 15 to about 4 meV for this molecule. It helps to explain the miss but saves no work, because the calculations at n = 0 and n = 1 that supply the end eigenvalues also supply the two total energies.
